# Peak Mobility from Combined Lattice and Impurity Scattering

## Problem

The mobility \(\mu\) of a carrier is its drift speed divided by the strength of the electric field that drives it. Consider a doped semiconductor in a weak field, in which only two things limit it: the vibrations of the lattice and the charged impurities. Suppose that each of them, acting alone, would give

\[
\mu_L = A\,T^{-3/2}, \qquad \mu_I = \frac{B\,T^{3/2}}{N},
\]

where \(T\) is the absolute temperature, \(N\) is the density of ionized impurities, and \(A\) and \(B\) are positive constants. Combine the two by Matthiessen's rule,

\[
\frac1\mu = \frac1{\mu_L}+\frac1{\mu_I}.
\]

Take \(N\) to be independent of temperature, and the carriers to be non-degenerate, so that they follow Maxwell–Boltzmann statistics.

**(a)** Show that \(\mu\) has a single maximum as a function of \(T\), and find its temperature \(T_p\).

**(b)** Find the peak mobility \(\mu_p\). How do \(T_p\) and \(\mu_p\) scale with \(N\)?

**(c)** Write \(\mu/\mu_p\) as a function of \(T/T_p\) alone. At which temperatures has the mobility fallen to half its peak value?

**(d)** In a model semiconductor with \(N_0=10^{17}\ \mathrm{cm^{-3}}\), the separate mobilities at \(T_0=300\ \mathrm K\) are \(\mu_{L0}=2000\) and \(\mu_{I0}=16000\ \mathrm{cm^2/(V\,s)}\). Find \(T_p\) and \(\mu_p\) for the densities \(N_0/8\), \(N_0\), \(2N_0\) and \(8N_0\).

## Hints

**Hint 1.** Before calculating, decide which mechanism controls the mobility at very low and at very high temperature. The smaller of \(\mu_L\) and \(\mu_I\) has the larger inverse.

**Hint 2.** A maximum of \(\mu\) is a minimum of \(1/\mu\), because \(\mu\) is positive. The sum \(1/\mu\) is much easier to handle than \(\mu\) itself.

**Hint 3.** Temperature enters only through \(T^{3/2}\) and its inverse. Give \(T^{3/2}\) a name. You then have a sum of the form \(ay+b/y\), which can be minimized by completing a square.

**Hint 4.** For (c), first compare \(\mu_L\) and \(\mu_I\) with \(\mu_p\) at the peak. Their values at other temperatures then follow from their power laws.

**Hint 5.** For (d), you need not compute \(A\) and \(B\). Express the combinations that occur in your answers through the reference values.

## Solution

### Where the ingredients come from

The two power laws are given, but their origin shows when they can be trusted. At temperatures where the relevant acoustic vibrations are classically excited, their number grows as \(T\). The rate of scattering is also proportional to the density of final states, which grows as \(E^{1/2}\) with the carrier energy \(E\) in a parabolic band. A typical carrier has \(E\) proportional to \(T\), so the rate grows as \(T\cdot T^{1/2}=T^{3/2}\), and the mobility falls as \(T^{-3/2}\). Optical vibrations are left out here. In many semiconductors they make the lattice mobility fall more steeply near room temperature. Variation 1 allows for other exponents.

A charged impurity deflects a fast carrier less than a slow one. The cross-section that matters is the one for loss of forward momentum, in which a deflection by the angle \(\theta\) is weighted by \(1-\cos\theta\). For a screened Coulomb potential it falls as \(E^{-2}\), apart from a logarithmic factor, and the speed grows as \(E^{1/2}\). The rate, which is density times speed times cross-section, is therefore proportional to \(N E^{-3/2}\). For typical carriers this is \(N T^{-3/2}\), and the mobility is proportional to \(T^{3/2}/N\). Treating \(B\) as a constant means ignoring the logarithm. This is reasonable only while the screening length is much longer than the wavelength of the carriers. Otherwise the logarithm varies noticeably with \(N\) and \(T\), and the exponents found below shift. With the effective mass and permittivity of silicon, the two lengths are comparable at the densities and peak temperatures of part (d). The numbers there illustrate the model and do not predict the mobility of a real sample.

Matthiessen's rule rests on the addition of rates. If the two mechanisms act independently, their scattering probabilities per unit time add: \(1/\tau=1/\tau_L+1/\tau_I\). For a single relaxation time \(\tau\) the mobility is \(e\tau/m\), with \(e\) the elementary charge and \(m\) the effective mass, so the inverse mobilities add too. When the two relaxation times depend on energy in different ways, this last step is an approximation. Variation 2 examines what it costs.

### (a) The peak temperature

Inserting the two laws gives

\[
\frac1\mu=\frac{T^{3/2}}{A}+\frac{N}{B\,T^{3/2}} .
\]

At low temperature the second term dominates, and \(\mu\approx\mu_I\) rises with \(T\). At high temperature the first term dominates, and \(\mu\approx\mu_L\) falls with \(T\). A maximum must lie between.

Let \(y=T^{3/2}\). Since \(y\) increases steadily with \(T\), each positive \(y\) belongs to one temperature, and no extremum is lost or added by the change of variable. Now

\[
\frac1\mu=\frac yA+\frac N{By}.
\]

To complete the square, expand

\[
\left(\sqrt{\frac yA}-\sqrt{\frac N{By}}\right)^2
=\frac yA+\frac N{By}-2\sqrt{\frac yA\cdot\frac N{By}}
=\frac yA+\frac N{By}-2\sqrt{\frac N{AB}} .
\]

The factor \(y\) has cancelled in the cross term. Moving that term to the other side gives

\[
\frac1\mu=\left(\sqrt{\frac yA}-\sqrt{\frac N{By}}\right)^2+2\sqrt{\frac N{AB}} .
\]

The last term does not depend on temperature, and the square cannot be negative. The smallest value of \(1/\mu\) is therefore reached where the square vanishes:

\[
\frac yA=\frac N{By}
\quad\Longrightarrow\quad
y^2=\frac{AN}{B}.
\]

Inside the bracket, the first root increases with \(y\) and the second decreases. Their difference thus rises steadily through a single zero. Its square falls before that zero and grows after it, so \(\mu\) has one maximum and no other extremum. Because \(y^2=T^3\),

\[
\boxed{T_p=\left(\frac{AN}{B}\right)^{1/3}}
\]

The condition \(y/A=N/(By)\) says that \(\mu_L=\mu_I\). In this model the peak lies where the two separate curves cross.

### (b) The peak mobility and the scaling

At the peak only the constant term remains:

\[
\frac1{\mu_p}=2\sqrt{\frac N{AB}}
\quad\Longrightarrow\quad
\boxed{\mu_p=\frac12\sqrt{\frac{AB}{N}}}
\]

With \(A\) and \(B\) fixed,

\[
T_p\propto N^{1/3},\qquad \mu_p\propto N^{-1/2}.
\]

The two exponents are linked. At the peak \(\mu_L=\mu_I\), so \(1/\mu_p=2/\mu_L\), and

\[
\mu_p=\tfrac12\,\mu_L(T_p)=\tfrac12\,A\,T_p^{-3/2}.
\]

More impurities push the crossing to a higher temperature, where the lattice mobility is lower. Inserting \(T_p\propto N^{1/3}\) gives \(\mu_p\propto (N^{1/3})^{-3/2}=N^{-1/2}\), as found.

The value \(-1/2\) also lies midway between two limits. At a fixed temperature far below \(T_p\), the mobility is close to \(\mu_I\) and varies as \(N^{-1}\). At a fixed temperature far above \(T_p\), it is close to \(\mu_L\) and hardly depends on \(N\). In general, at fixed temperature only \(1/\mu_I\) is proportional to \(N\), so \(\partial\ln\mu/\partial\ln N=-\mu/\mu_I\), which is minus the impurities' share of \(1/\mu\). At the peak \(\partial\mu/\partial T=0\), so the shift of \(T_p\) with \(N\) does not change \(\mu_p\) to first order, and \(d\ln\mu_p/d\ln N\) equals this fixed-temperature value. There each mechanism supplies half of the total \(1/\mu\), which gives \(-1/2\).

The limit \(N\to0\) needs care. The formulas then give \(T_p\to0\) and \(\mu_p\to\infty\), because without impurities nothing in the model stops \(\mu_L\) from growing on cooling. In a real crystal some other scattering mechanism eventually takes over. The assumption of classically excited vibrations also fails on strong cooling, but this only makes the scattering by the lattice weaker than the power law says. Cooling can also let carriers be recaptured by their dopants. The ionized density then varies with temperature, and the condition for the peak must be derived anew. In silicon doped with phosphorus alone, at the lowest density in (d), fewer than half of the donors are ionized at the peak temperature of 75 K. At the other densities and peak temperatures in (d), a smaller but noticeable part of them is neutral too. At high doping the carriers may become degenerate, and the assumed law for \(\mu_I\) no longer applies.

### (c) The shape of the peak

Let \(u=(T/T_p)^{3/2}\). At the peak, where \(u=1\), both separate mobilities equal \(2\mu_p\). Since \(\mu_L\) varies as \(T^{-3/2}\) and \(\mu_I\) as \(T^{3/2}\),

\[
\mu_L=\frac{2\mu_p}{u},\qquad \mu_I=2\mu_p\,u .
\]

Matthiessen's rule then gives

\[
\frac1\mu=\frac{u}{2\mu_p}+\frac1{2\mu_p u}
=\frac1{2\mu_p}\left(u+\frac1u\right),
\]

and therefore

\[
\frac{\mu}{\mu_p}=\frac{2}{u+1/u}
=\frac{2}{(T/T_p)^{3/2}+(T_p/T)^{3/2}} .
\]

All samples with the same two power laws share this curve, whatever their doping. Replacing \(u\) by \(1/u\) leaves it unchanged, so the mobility is the same at \(T_p/2\) as at \(2T_p\). The peak is symmetric on a logarithmic temperature scale.

At half height \(2/(u+1/u)=1/2\), so \(u+1/u=4\). Multiplying by \(u\) gives

\[
u^2-4u+1=0,\qquad u=2\pm\sqrt3 .
\]

Since \(T/T_p=u^{2/3}\), the two temperatures are

\[
\frac{T}{T_p}=(2+\sqrt3)^{2/3}\approx2.41,
\qquad
\frac{T}{T_p}=(2-\sqrt3)^{2/3}\approx0.416 .
\]

### (d) Numbers

The reference values fix the constants:

\[
A=\mu_{L0}T_0^{3/2},\qquad B=\frac{\mu_{I0}N_0}{T_0^{3/2}} .
\]

In the ratio \(A/B\) the powers of \(T_0\) combine to \(T_0^3\), while in the product \(AB\) they cancel. Hence

\[
T_p=T_0\left(\frac N{N_0}\,\frac{\mu_{L0}}{\mu_{I0}}\right)^{1/3},
\qquad
\mu_p=\frac12\sqrt{\mu_{L0}\,\mu_{I0}\,\frac{N_0}{N}} .
\]

For \(N=N_0\) the ratio of mobilities is \(2000/16000=1/8\), whose cube root is \(1/2\). Thus

\[
T_p=300\ \mathrm K\times\tfrac12=150\ \mathrm K,
\]
\[
\mu_p=\tfrac12\sqrt{2000\times16000}\ \mathrm{cm^2/(V\,s)}
\approx2828\ \mathrm{cm^2/(V\,s)} .
\]

The separate mobilities confirm this. On cooling from 300 K to 150 K, \(\mu_L\) is multiplied by \(2^{3/2}\) and \(\mu_I\) is divided by it. Both become 5657 cm²/(V s), and the combined mobility is half of that.

For the other densities, multiply \(T_p\) by \((N/N_0)^{1/3}\) and \(\mu_p\) by \((N/N_0)^{-1/2}\). Doubling \(N\) gives the factors 1.260 and 0.707.

| \(N\) (cm⁻³) | \(T_p\) (K) | \(\mu_p\) (cm²/(V s)) |
|---|---|---|
| \(1.25\times10^{16}\) | 75 | 8000 |
| \(1\times10^{17}\) | 150 | 2828 |
| \(2\times10^{17}\) | 189 | 2000 |
| \(8\times10^{17}\) | 300 | 1000 |

At \(N_0\) the half-height temperatures are about 62 K and 361 K, so the peak is broad.

A peak at room temperature does not mean a high mobility at room temperature. For \(N_0\), the mobility at 300 K is

\[
\mu=\frac{2000\times16000}{2000+16000}\ \mathrm{cm^2/(V\,s)}
\approx1778\ \mathrm{cm^2/(V\,s)} .
\]

For \(8N_0\), whose peak lies at 300 K, it is only 1000 cm²/(V s). Adding impurities increases \(1/\mu_I\) and so lowers \(\mu\) at every temperature. A small fractional increase of \(N\) lowers \(\mu\) by that fraction times \(\mu/\mu_I=1/(1+u^2)\), with \(u\) as in (c). This fractional loss falls steadily as \(T\) rises, so the cold side of the curve is lowered more in proportion and the peak moves to higher temperature.

## Variation 1: other temperature exponents

**Question.** Let \(\mu_L=A\,T^{-p}\) and \(\mu_I=B\,T^{r}/N\), with positive \(p\) and \(r\). How do \(T_p\) and \(\mu_p\) now scale with \(N\)?

**Solution.** The inverse mobility is \(1/\mu=T^p/A+N T^{-r}/B\). Differentiate it and multiply by \(T\):

\[
T\,\frac{d}{dT}\frac1\mu
=\frac{p\,T^p}{A}-\frac{r N\,T^{-r}}{B}
=T^{-r}\left(\frac{p\,T^{p+r}}{A}-\frac{rN}{B}\right).
\]

The bracket increases with \(T\) and changes sign once, from negative to positive. This is the single minimum of \(1/\mu\), at

\[
T_p=\left(\frac{r}{p}\,\frac{AN}{B}\right)^{1/(p+r)} .
\]

The vanishing derivative also says that \(p/\mu_L=r/\mu_I\), or \(1/\mu_I=(p/r)/\mu_L\). Then \(1/\mu_p=(1+p/r)/\mu_L\), and

\[
\mu_p=\frac{r}{p+r}\,A\,T_p^{-p} .
\]

The scaling is therefore

\[
T_p\propto N^{1/(p+r)},\qquad \mu_p\propto N^{-p/(p+r)} .
\]

For \(p=r=3/2\) this returns \(1/3\) and \(-1/2\). When \(p\ne r\), the peak no longer lies where the two curves cross.

## Variation 2: without Matthiessen's rule

**Question.** Suppose that the relaxation times depend on energy as \(\tau_L\propto T^{-1}E^{-1/2}\) and \(\tau_I\propto E^{3/2}/N\). Add the rates at each energy, and only then average over the carriers. Do the exponents of part (b) survive? Do the prefactors?

**Solution.** First find the correct average. Let a weak field \(\mathcal E\) exert a force \(F=e\mathcal E\) along \(z\). In the relaxation-time approximation, the steady distribution \(f\) obeys

\[
F\,\frac{\partial f}{\partial p_z}=-\frac{f-f_0}{\tau},
\qquad f_0\propto e^{-E/kT},
\]

where \(p_z\) is the momentum along \(z\) and \(k\) is the Boltzmann constant. To first order in \(F\), replace \(f\) by \(f_0\) on the left. Since \(\partial E/\partial p_z=v_z\), we have \(\partial f_0/\partial p_z=-v_zf_0/kT\), and

\[
f=f_0\left(1+\frac{F\tau v_z}{kT}\right).
\]

The mean of \(v_z\) is zero in \(f_0\), so the drift speed is \(F\langle v_z^2\tau\rangle/kT\), with the average taken over \(f_0\). Dividing by \(\mathcal E\) gives \(\mu=e\langle v_z^2\tau\rangle/kT\).

By isotropy \(v_z^2\) may be replaced by \(v^2/3=2E/3m\). The number of carriers per unit energy is proportional to \(E^{1/2}e^{-E/kT}\). With \(x=E/kT\),

\[
\mu=\frac{2e}{3m}\,
\frac{\int_0^\infty x^{3/2}e^{-x}\,\tau\,dx}{\int_0^\infty x^{1/2}e^{-x}\,dx}
=\frac{e}{m\,\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}\,\tau\,dx .
\]

Here \(\Gamma(n)=\int_0^\infty x^{n-1}e^{-x}dx\). The lower integral is \(\Gamma(3/2)\), and \(\tfrac32\Gamma(3/2)=\Gamma(5/2)\).

Inserting \(E=xkT\) in the relaxation times gives

\[
\frac{e\tau_L}{m}=c_L x^{-1/2},\qquad \frac{e\tau_I}{m}=c_I x^{3/2},
\]

with \(c_L\propto T^{-3/2}\) and \(c_I\propto T^{3/2}/N\). Alone, they yield \(\mu_L=c_L\Gamma(2)/\Gamma(5/2)\) and \(\mu_I=c_I\Gamma(4)/\Gamma(5/2)\), which are the laws of the problem. Since \(\Gamma(2)=1\) and \(\Gamma(4)=6\), it follows that \(c_L/c_I=6s\), where \(s=\mu_L/\mu_I\).

Adding the rates at each energy gives

\[
\frac{e\tau}{m}=\frac{1}{x^{1/2}/c_L+x^{-3/2}/c_I}
=\frac{c_L\,x^{3/2}}{x^2+6s},
\]

and the average becomes

\[
\mu=\mu_L F(s),\qquad
F(s)=\int_0^\infty\frac{x^3e^{-x}}{x^2+6s}\,dx .
\]

Now \(s=AN/(BT^3)\), so \(T=(AN/B)^{1/3}s^{-1/3}\) and \(\mu_L=AT^{-3/2}=\sqrt{AB/N}\,\sqrt s\). Hence

\[
\mu=\sqrt{\frac{AB}{N}}\;\sqrt s\,F(s).
\]

The function \(\sqrt s\,F(s)\) contains neither \(N\) nor the material constants. Dropping \(6s\) or \(x^2\) from the denominator shows that \(F\le1\) and \(F\le1/s\). The function therefore vanishes for \(s\to0\) and for \(s\to\infty\), and it has a maximum at some fixed \(s_p\). Consequently

\[
T_p=s_p^{-1/3}\left(\frac{AN}{B}\right)^{1/3},\qquad
\mu_p=\sqrt{s_p}\,F(s_p)\sqrt{\frac{AB}{N}} .
\]

The exponents \(1/3\) and \(-1/2\) survive; the prefactors change. Evaluating the energy integral by numerical quadrature and searching for the maximum over temperature gives \(s_p\approx1.18\) and \(\sqrt{s_p}F(s_p)\approx0.353\), in place of 1 and 0.5. For \(N_0\) the peak moves from 150 K to about 142 K, and its height drops from 2828 to about 2000 cm²/(V s). Matthiessen's rule thus misplaces the peak only slightly, but the averaged height is 29% below the value that the rule gives.

The direction of this change can be proved. For positive \(a\) and \(b\), the expression \(q^2a+(1-q)^2b\) is smallest at \(q=b/(a+b)\), where it equals \(ab/(a+b)\). Let \(a=e\tau_L/m\) and \(b=e\tau_I/m\) at each energy, and let angle brackets now denote the normalized average with weight \(x^{3/2}e^{-x}\). For any \(q\) that is the same at all energies,

\[
\mu=\left\langle\frac{ab}{a+b}\right\rangle
\le q^2\langle a\rangle+(1-q)^2\langle b\rangle
=q^2\mu_L+(1-q)^2\mu_I .
\]

Choosing \(q=\mu_I/(\mu_L+\mu_I)\) turns the right-hand side into \(\mu_L\mu_I/(\mu_L+\mu_I)\), which is the Matthiessen value. That rule therefore never underestimates the mobility in this model.
